# Propagation of numerical errors in the many-body energy expansion, part 1

(Sections cited here and not found follow in the second part.)

## 1. The pair expansion

Take \(N\) fragments, and let \(E_I\) and \(E_{IJ}\) be the total energies of monomer \(I\) and dimer \(IJ\). The pair approximation to the energy of the whole system is

\[
E^{(2)}=\sum_I E_I+\sum_{I<J}\left(E_{IJ}-E_I-E_J\right).
\]

Monomer \(I\) appears once with sign \(+\) in the first sum. In the second sum it belongs to \(N-1\) pairs and appears in each with sign \(-\). Its net coefficient is \(1-(N-1)\), so

\[
E^{(2)}=\sum_{I<J}E_{IJ}-(N-2)\sum_I E_I. \tag{1}
\]

Each energy comes from a separate calculation and carries a numerical error: \(E_I\to E_I+\varepsilon_I\), \(E_{IJ}\to E_{IJ}+\varepsilon_{IJ}\). Suppose these errors are uncorrelated, with variance \(\sigma_1^2\) for monomers and \(\sigma_2^2\) for dimers. The variance of a sum \(\sum_i c_i\varepsilon_i\) of uncorrelated terms is \(\sum_i c_i^2\,\mathrm{Var}(\varepsilon_i)\), because the cross terms \(c_ic_j\,\mathrm{Cov}(\varepsilon_i,\varepsilon_j)\) vanish. Hence

\[
V_2=N(N-2)^2\sigma_1^2+\binom N2\sigma_2^2. \tag{2}
\]

For \(N=8\) and equal \(\sigma\), \(V_2/\sigma^2=8\cdot36+28=316\), so the standard deviation of \(E^{(2)}\) is \(17.8\,\sigma\). The 8 monomers contribute 288 and the 28 dimers only 28. The reason is visible in (1): the single number \(\varepsilon_I\) is subtracted again and again, always with the same sign. Repetitions of one error add linearly, and the repetition count enters the variance squared. Different errors add in quadrature, and their count enters the variance to the first power.

Now change the assumption. Let the dimer error be inherited from the monomers, \(\varepsilon_{IJ}=\varepsilon_I+\varepsilon_J\). Every bracket in the pair sum is then free of error, and \(\delta E^{(2)}=\sum_I\varepsilon_I\), with variance \(N\sigma_1^2\) and no growth beyond that of an ordinary extensive quantity. Large coefficients are therefore not enough to lose precision. The error must also fail to have the many-body structure that the coefficients are built to cancel.

## 2. The coefficients at order \(n\)

**Conventions.** \(S,T,U\) are subsets of the \(N\) fragments and \(|S|\) is the number of fragments in \(S\). \(E_S\) is the energy of subsystem \(S\) in the basis functions of its own fragments, with no embedding, and \(E_\emptyset=0\). Energies are in hartree (\(E_h\)). The increments are defined by recursion,

\[
\Delta_U=E_U-\sum_{\emptyset\neq T\subsetneq U}\Delta_T ,\qquad \text{that is}\qquad E_U=\sum_{T\subseteq U}\Delta_T,\quad \Delta_\emptyset=0, \tag{3}
\]

and the \(n\)-body truncation is \(E^{(n)}=\sum_{|T|\le n}\Delta_T\).

**Solving the recursion.** Define the trial solution \(\Delta'_T=\sum_{S\subseteq T}(-1)^{|T|-|S|}E_S\). Sum it over all \(T\subseteq U\) and exchange the order of summation. For fixed \(S\subseteq U\), the sets \(T\) with \(S\subseteq T\subseteq U\) and \(|T|=|S|+j\) are made by choosing \(j\) of the \(|U|-|S|\) remaining fragments, so

\[
\sum_{T\subseteq U}\Delta'_T=\sum_{S\subseteq U}E_S\sum_{j=0}^{|U|-|S|}(-1)^j\binom{|U|-|S|}{j}=E_U .
\]

The inner sum is the binomial expansion of \((1-1)^{|U|-|S|}\), which is 0 unless \(S=U\), where it is 1. So \(\Delta'\) satisfies (3). The recursion fixes each \(\Delta_U\) from smaller sets and has only one solution, so

\[
\Delta_T=\sum_{S\subseteq T}(-1)^{|T|-|S|}E_S. \tag{4}
\]

**Collecting terms.** Insert (4) into \(E^{(n)}\) and fix a subsystem \(S\) of size \(m\le n\). It has \(\binom{N-m}{j}\) supersets \(T\) of size \(m+j\), and each contributes \((-1)^jE_S\). The truncation allows \(j\le n-m\). Thus

\[
E^{(n)}=\sum_{m=1}^n c_{n,m}\sum_{|S|=m}E_S,\qquad c_{n,m}=\sum_{j=0}^{n-m}(-1)^j\binom{N-m}{j}. \tag{5}
\]

Write \(M=N-m\ge1\), \(p=n-m\), and \(a_j=(-1)^j\binom{M-1}{j}\) with \(a_{-1}=0\). Pascal's rule \(\binom Mj=\binom{M-1}{j}+\binom{M-1}{j-1}\) gives \((-1)^j\binom Mj=a_j-a_{j-1}\), because \((-1)^j=-(-1)^{j-1}\). The sum telescopes to \(a_p\):

\[
c_{n,m}=(-1)^{n-m}\binom{N-m-1}{n-m}. \tag{6}
\]

For \(m=n\) the sum in (5) has one term and \(c_{n,n}=1\). For \(n=2\), \(m=1\), (6) gives \(-(N-2)\), as in (1). For \(N=8\) the coefficients are \((15,-5,1)\) at \(n=3\) and \((-20,10,-4,1)\) at \(n=4\). The program feeds unit vectors through the recursion (3) and asserts exact agreement with (6) for every \(n\) from 1 to 8 at \(N=8\).

## 3. The variance for uncorrelated errors

Let the computed energies be \(E_S+\varepsilon_S\). The map from the \(E_S\) to \(E^{(n)}\) is linear, so

\[
\delta E^{(n)}=\sum_S c_{n,|S|}\,\varepsilon_S,\qquad \mathrm{Var}\,\delta E^{(n)}=\sum_{S,T}c_{n,|S|}c_{n,|T|}\,\mathrm{Cov}(\varepsilon_S,\varepsilon_T). \tag{7}
\]

Equation (7) does not depend on how the sum is coded. Forming small increments first and adding them afterwards changes the rounding of the additions, but it evaluates the same linear function of the same input errors. The algebra also holds with embedded subsystem energies, as long as one number per subset enters (3).

If the errors are pairwise uncorrelated and have variance \(\sigma_m^2\) in size class \(m\), only \(S=T\) survives. There are \(\binom Nm\) subsystems of size \(m\), so

\[
V_n=\sum_{m=1}^n\binom Nm\binom{N-m-1}{n-m}^2\sigma_m^2. \tag{8}
\]

No distribution shape is assumed. Setting \(n=3\), the binomials are \(\binom{N-2}{2}\), \(\binom{N-3}{1}\) and 1; setting \(n=4\), they are \(\binom{N-2}{3}\), \(\binom{N-3}{2}\), \(\binom{N-4}{1}\) and 1:

\[
V_3=N\binom{N-2}{2}^2\sigma_1^2+\binom N2(N-3)^2\sigma_2^2+\binom N3\sigma_3^2, \tag{9}
\]

\[
V_4=N\binom{N-2}{3}^2\sigma_1^2+\binom N2\binom{N-3}{2}^2\sigma_2^2+\binom N3(N-4)^2\sigma_3^2+\binom N4\sigma_4^2. \tag{10}
\]

For \(N=8\) and equal \(\sigma\),

\[
V_3/\sigma^2=8\cdot15^2+28\cdot5^2+56=1800+700+56=2556,
\]
\[
V_4/\sigma^2=8\cdot20^2+28\cdot10^2+56\cdot4^2+70=3200+2800+896+70=6966,
\]

and the standard deviations are \(50.6\,\sigma\) and \(83.5\,\sigma\).

For an interaction energy, \(E^{(n)}-\sum_IE_I\) formed with the same monomer numbers, \(c_{n,1}\) is replaced by \(c_{n,1}-1\), which leaves the leading power of \(N\) unchanged for \(n\ge2\). For a difference between two geometries with uncorrelated errors, the two variances add.

**Increments are not independent.** By (4), one increment of order \(k\) contains \(\binom kj\) subsystems of size \(j\) with coefficients \(\pm1\), so \(\mathrm{Var}\,\Delta_T=\sum_j\binom kj\sigma_j^2\). Adding these variances as if the increments were uncorrelated gives

\[
W_n=\sum_{k=1}^n\binom Nk\sum_{j=1}^k\binom kj\sigma_j^2, \tag{11}
\]

which grows as \(N^n\). This drops the covariance between increments that share a subsystem. Two increments of the same order contain a shared \(\varepsilon_S\) with the same sign, so their covariance is positive; increments whose orders differ by an odd number contain it with opposite signs, so their covariance is negative. For \(N\gg n\) the pairs of order-\(n\) increments sharing one fragment, about \(N^{2n-1}\) in number, outnumber all other pairs that share a subsystem, and (11) underestimates the variance. A Monte Carlo test uses \(N=10\), uniform noise with \(\sigma_m^2=m\), and the recursion (3). For \(n=3\) the sampled variance is 12659, (8) gives 12610, and (11) gives \(10\cdot1+45\cdot4+120\cdot12=1630\). For \(n=4\) the three numbers are 84201, 84850 and 8350. The sampled values differ from (8) by 0.4 % and 0.8 % of (8); the asserted tolerance is 6 %.

## 4. Weighing the size classes

**Growth with \(N\) at fixed \(n\).** For \(N\gg n\), \(\binom Nm\to N^m/m!\) and \(\binom{N-m-1}{n-m}\to N^{n-m}/(n-m)!\). Class \(m\) contributes

\[
\frac{N^{2n-m}}{m!\,[(n-m)!]^2}\,\sigma_m^2 .
\]

One power of \(N\) per fragment comes from counting subsystems and two powers per missing order come from the squared coefficient. The highest power belongs to \(m=1\):

\[
\sqrt{V_n}\;\to\;\frac{N^{\,n-1/2}}{(n-1)!}\,\sigma_1. \tag{12}
\]

The program expands the alternating sums of (5) symbolically and asserts the degree and leading coefficient of every class for \(n=2\) to 6. For equal \(\sigma\) the expansions begin

\[
V_3/\sigma^2=\tfrac14N^5-2N^4+\dots,\qquad V_4/\sigma^2=\tfrac1{36}N^7-\tfrac38N^6+\dots
\]

Factoring out the leading term gives \(1-8/N\) and \(1-27/(2N)\) for the variance, hence \(1-4/N\) and \(1-27/(4N)\) for the standard deviation, to first order in \(1/N\). The leading term therefore overestimates at large but finite \(N\), and it does so at all three sizes below.

| \(N\) | \(\sqrt{V_3}/\sigma\) | Eq. (12) | \(\sqrt{V_4}/\sigma\) | Eq. (12) |
|---|---|---|---|---|
| 10 | 100.8 | 158.1 | 236.1 | 527 |
| 20 | 724 | 894.4 | 4139 | 5963 |
| 50 | 8145 | 8839 | \(1.282\times10^5\) | \(1.473\times10^5\) |

At \(N=50\), \(8839(1-4/50)=8132\) against 8145, so the first correction accounts for nearly all of the gap. The energy is extensive, while the noise per fragment still grows as \(N^{n-3/2}\).

**Monomers against dimers.** The identity \(\binom{N-2}{n-1}=\frac{N-2}{n-1}\binom{N-3}{n-2}\) follows from writing both sides in factorials. With \(\binom N2=N(N-1)/2\) and equal \(\sigma\),

\[
\frac{\text{monomer term}}{\text{dimer term}}=\frac{2(N-2)^2}{(n-1)^2(N-1)}. \tag{13}
\]

At \(N=8\) this is \(72/28=1800/700\) for \(n=3\) and \(72/63=3200/2800\) for \(n=4\), as the program asserts. The monomer share of the total variance is 0.771, 0.893, 0.959 at \(N=10,20,50\) for \(n=3\), and 0.563, 0.778, 0.910 for \(n=4\). For equal \(\sigma\) and \(N\gg n\), the largest and most expensive subsystems contribute least. If the monomers are made exact, the dimer term \(N^{2n-2}\) leads and \(\sqrt{V_n}\propto N^{n-1}\): only half a power of \(N\) is gained per class removed.

**Where to spend the effort.** In a model where an iterative solver converges linearly, reaching error \(\sigma_m\) costs \(t_m\ln(1/\sigma_m)\) per job, up to a constant. Minimise \(\sum_m\binom Nm t_m\ln(1/\sigma_m)\) at fixed \(V_n\) with a multiplier \(\lambda\). The derivative with respect to \(\sigma_m\) gives \(-\binom Nm t_m/\sigma_m+2\lambda\binom Nm c_{n,m}^2\sigma_m=0\), so \(\sigma_m\propto\sqrt{t_m}/|c_{n,m}|\). Small subsystems have both the smaller \(t_m\) and the larger \(|c_{n,m}|\) for \(N\gg n\), and they should have the tightest thresholds. This allocation rests on the cost model and on uncorrelated zero-mean errors, and is not tested by the program. SCF stopping errors are one-signed (Section 7) and need not follow it: in the octamer at threshold \(10^{-6}\,E_h\), making the monomers exact would change \(\delta E^{(3)}\) from \(-154\) to \(-202\) and \(\delta E^{(4)}\) from 90 to 154, in units of \(10^{-8}\,E_h\).

**Growth with \(n\) at fixed \(N\).** By (12), \(\sqrt{V_{n+1}/V_n}\to N/n\) for \(N\gg n\). The growth does not continue to the end. At \(n=N-1\), \(\binom{N-m-1}{N-m-1}=1\), every coefficient is \(\pm1\), and \(V=(2^N-2)\sigma^2\), the number of nonempty proper subsets. At \(n=N\), \(\binom{N-m-1}{N-m}=0\) for \(m<N\), the expansion collapses to the single supersystem energy, and \(V=\sigma_N^2\). For \(N=8\) the amplification \(\sqrt{V_n}/\sigma\) for \(n=1,\dots,8\) is 2.8, 17.8, 50.6, 83.5, 85.5, 52.6, 15.9, 1.0. The estimate \(N/n\) for the growth per order belongs to the regime \(n\ll N\); the growth itself lasts longer, here up to \(n=5\), before it reverses.

## 5. The expansion as an extrapolation

Since \(c_{n,m}\) depends only on size, only class means matter. Let \(\bar E_m=\binom Nm^{-1}\sum_{|S|=m}E_S\), with \(\bar E_0=0\). Then \(E^{(n)}=\sum_mL_m\bar E_m\) with \(L_m=\binom Nm c_{n,m}\). For \(N>n\), write out the factors:

\[
L_m=(-1)^{n-m}\,\frac{N(N-1)\cdots(N-m+1)}{m!}\;\frac{(N-m-1)\cdots(N-n)}{(n-m)!}.
\]

The numerator is \(\prod_{j\ne m}(N-j)\) over \(j=0,\dots,n\). The product \(\prod_{j\neq m}(m-j)\) equals \(m!\) from \(j<m\) times \((-1)^{n-m}(n-m)!\) from \(j>m\). Therefore

\[
L_m=\prod_{j=0,\,j\ne m}^{n}\frac{N-j}{m-j}, \tag{14}
\]

the Lagrange weight for nodes \(0,1,\dots,n\) evaluated at \(N\). The \(n\)-body energy is the polynomial of degree \(n\) through the points \((m,\bar E_m)\), evaluated at \(m=N\), far outside the nodes when \(N\gg n\). For the errors, exactly and for any error pattern,

\[
\delta E^{(n)}=\sum_{m=1}^nL_m\,\mu_m,\qquad \mu_m=\binom Nm^{-1}\sum_{|S|=m}\varepsilon_S. \tag{15}
\]

For uncorrelated errors \(\mathrm{Var}\,\mu_m=\sigma_m^2/\binom Nm\), and \(L_m^2\sigma_m^2/\binom Nm=\binom Nm c_{n,m}^2\sigma_m^2\) reproduces (8). For \(N\gg n\) every \(L_m\) is of order \(N^n\), so monomers dominate because their mean is averaged over the fewest samples.

A second form separates the orders. Sum (4) for the errors over all \(T\) of size \(k\). Each \(S\) of size \(j\) lies in \(\binom{N-j}{k-j}\) such \(T\), and \(\binom Nj\binom{N-j}{k-j}=\binom Nk\binom kj\), both sides being \(N!/[j!\,(k-j)!\,(N-k)!]\). So

\[
\delta E^{(n)}=\sum_{k=1}^n\binom Nk\,d_k,\qquad d_k=\sum_{j=0}^k(-1)^{k-j}\binom kj\mu_j, \tag{16}
\]

where \(d_k\) is the \(k\)-th forward difference of the sequence \(0,\mu_1,\mu_2,\dots\) and equals the mean \(k\)-body increment of the error. The expansion works for the energy when its differences fall faster than \(\binom Nk\) rises. The same holds for an error: (16) at \(n=N\) is the supersystem error, so \(\delta E^{(n)}\) differs from it by \(-\sum_{k>n}\binom Nk d_k\). An error whose differences stay large and alternate in sign beyond order \(n\) can be amplified; one whose differences vanish there is returned unchanged.

## 6. Correlated errors

**Errors that are themselves few-body.** Let \(\varepsilon_S=\sum_{T\subseteq S,\,|T|\le k}b_T\). This has the form (3), and by uniqueness the increments of \(\varepsilon\) are \(b_T\) for \(|T|\le k\) and zero above. For \(n\ge k\), \(\delta E^{(n)}=\sum_Tb_T\), which is the error that the supersystem calculation itself would have. The program builds a random three-body error for \(N=10\) and asserts that \(n=3\) and \(n=4\) return the supersystem value while \(n=2\) does not. The weight of correlation can be read from one comparison. Additive errors \(\varepsilon_S=\sum_{I\in S}b_I\) with independent unit-variance \(b_I\) have \(\sigma_m^2=m\), the same per-job variances as the Monte Carlo test, yet at \(N=10\) the propagated variance is \(N=10\), against 12610 or 84850. The size of the subsystem errors alone does not determine the outcome.

**A constant bias per job.** Let \(\varepsilon_S=\mu\) for every nonempty \(S\). Lagrange weights reproduce a constant, \(\sum_{m=0}^nL_m=1\), and (14) gives \(L_0=\prod_{j=1}^n(N-j)/(-j)=(-1)^n\binom{N-1}{n}\). Hence

\[
\delta E^{(n)}=\mu\left[1-(-1)^n\binom{N-1}{n}\right], \tag{17}
\]

asserted at \(N=8\) for \(n=3\) and 4. A constant is as smooth as a sequence can be, but \(\mu_0=0\) breaks it: the sequence \(0,\mu,\mu,\dots\) has \(|d_k|=|\mu|\) at every order. The magnitude grows as \(N^n/n!\), a factor \(\sqrt N/n\) above (12). The factors at \(N=10,20,50\) are 85, 970, 18425 for \(n=3\) and \(-125\), \(-3875\), \(-211875\) for \(n=4\). At \(N=50\) they exceed the random amplifications 8145 and \(1.282\times10^5\); at \(N=10\) they are below 100.8 and 236.1. For even \(n\le N-2\), the same positive error in every job lowers the total.

**A shared monomer error.** If all monomers have the same geometry, one number serves for all \(N\), or \(N\) deterministic jobs return the same number, provided the error does not depend on orientation (with a space-fixed integration grid it can). The monomer part of (7) is then \(Nc_{n,1}\varepsilon_1\), with variance \(N^2c_{n,1}^2\sigma_1^2\) in place of \(Nc_{n,1}^2\sigma_1^2\), and the standard deviation scales as \(N^n/(n-1)!\). For \(N=8\), \(V_3/\sigma^2=64\cdot225+700+56=15156\) and \(V_4/\sigma^2=64\cdot400+2800+896+70=29366\). Symmetry-equivalent dimers and trimers add coherently in the same way.

## 7. A water octamer: signal and noise

The system is \((\mathrm{H_2O})_8\) at RHF/STO-3G on a model geometry: oxygens on a cube of edge 2.8 Å, O–H 0.96 Å, angle 104.5°, hydrogen bonds along the edges, and every coordinate displaced by a seeded Gaussian of width 0.03 Å so that no two subsystems are equivalent. It is not optimised. The minimal basis serves to illustrate error propagation, not to give accurate water energetics, and the increments include basis-set superposition effects. The error sources below were computed in this basis only, so their sizes belong to this example. All \(8+28+56+70=162\) subsystems up to tetramers and the octamer were converged tightly; three of these energies are asserted to agree with an independent RHF code within \(10^{-8}\,E_h\). The program and its output follow this text.

The coefficients of the expansion and the resulting variance for uncorrelated errors are now established, along with the way correlation between errors can remove or strengthen the amplification. What remains is to compare signal and noise in the water octamer, to find the system sizes at which noise matters, and to see what distance cutoffs change.
